# Why restricted Hartree-Fock puts stretched methyllithium above its neutral radicals: verification in Python

```python
"""Restricted Hartree-Fock (RHF) dissociation of methyllithium, CH3-Li.

Result under test: at large Li-C distance R the RHF singlet lies above the
summed ROHF energies E0 of neutral CH3 and Li by D > 0. With frozen orbitals
    D = G1*G2/(G1+G2),
    G1 = E(CH3+)+E(Li-)-E0,   G2 = E(CH3-)+E(Li+)-E0,
and the fully relaxed D lies between this formula evaluated with relaxed gaps
(lower bound) and with frozen gaps (upper bound). The leading distance term is
-w/R, w = x^2+(1-x)^2, where x is the methyl share of the bond orbital. This
term also shifts the optimum x, so the charge 2x-1 of Li has a 1/R tail.
Energies are in hartree and lengths in angstrom unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import block_diag, cholesky, expm, solve_triangular
from scipy.optimize import brentq, minimize_scalar
from pyscf import ao2mo, cc, gto, lib, mcscf, scf

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10   # angstrom

DIFFUSE = 0.0438   # exponent of the extra s and p shells on carbon
BASIS = {
    "C": gto.basis.load("6-31g*", "C")
    + [[0, [DIFFUSE, 1.0]], [1, [DIFFUSE, 1.0]]],
    "H": "6-31g*",
    "Li": "6-31g*",
}


def methyl_atoms(ch_length, angle_deg):
    """CH3 with carbon at the origin; the angle is measured from the +z axis."""
    t = np.radians(angle_deg)
    atoms = [["C", (0.0, 0.0, 0.0)]]
    for p in np.radians([0.0, 120.0, 240.0]):
        atoms.append(["H", (ch_length * np.sin(t) * np.cos(p),
                            ch_length * np.sin(t) * np.sin(p),
                            ch_length * np.cos(t))])
    return atoms


class Fragment:
    """Radical with n_core doubly occupied orbitals and one frontier orbital."""

    def __init__(self, atoms, n_core, basis):
        self.n_core = n_core
        neutral = gto.M(atom=atoms, basis=basis, spin=1, verbose=0)
        self.rohf = scf.ROHF(neutral).run(conv_tol=1e-11)
        self.uhf = scf.UHF(neutral).run(conv_tol=1e-11)
        assert self.rohf.converged and self.uhf.converged
        order = np.argsort(-np.asarray(self.rohf.mo_occ), kind="stable")
        self.orbitals = np.asarray(self.rohf.mo_coeff)[:, order]
        self.guess = np.asarray(self.rohf.make_rdm1()).sum(axis=0)
        # An even-electron molecule object gives the closed-shell functional.
        even = gto.M(atom=atoms, basis=basis, charge=-1, spin=0, verbose=0)
        self.closed = scf.RHF(even)
        self.closed.conv_tol = 1e-11
        self.closed.max_cycle = 200

    def occupations(self, n, size):
        occ = np.zeros(size)
        occ[:self.n_core] = 2.0
        occ[self.n_core] = n
        return occ

    def relaxed(self, n):
        """Energy and frontier level with n spin-balanced frontier electrons."""
        self.closed.get_occ = (
            lambda mo_energy=None, mo_coeff=None:
            self.occupations(n, len(mo_energy)))
        energy = self.closed.kernel(dm0=self.guess)
        assert self.closed.converged
        return energy, self.closed.mo_energy[self.n_core]

    def frozen(self, n):
        c = self.orbitals
        dm = (c * self.occupations(n, c.shape[1])) @ c.T
        return self.closed.energy_tot(dm=dm)


def fragment_limit(methyl, lithium, inverse_r=0.0, bounds=(0.05, 0.95)):
    """RHF energy and methyl share from fractionally occupied fragments.

    inverse_r (1/bohr) switches on the attraction of the ionic components;
    zero gives infinite distance.
    """
    def energy(x):
        return (methyl.relaxed(2 * x)[0] + lithium.relaxed(2 - 2 * x)[0]
                - (x**2 + (1 - x)**2) * inverse_r)

    res = minimize_scalar(energy, bounds=bounds, method="bounded",
                          options={"xatol": 1e-5})
    return res.fun, res.x


def parallel(u, v):
    return u * v / (u + v)


pyramidal = methyl_atoms(1.10, 112.0)
methyl = Fragment(pyramidal, 4, BASIS)
lithium = Fragment([["Li", (0.0, 0.0, 0.0)]], 1, BASIS)
e_neutral = methyl.rohf.e_tot + lithium.rohf.e_tot
e_neutral_uhf = methyl.uhf.e_tot + lithium.uhf.e_tot
n_methyl_ao = methyl.orbitals.shape[0]


def molecule(distance):
    return gto.M(atom=pyramidal + [["Li", (0.0, 0.0, distance)]],
                 basis=BASIS, verbose=0)


def start_orbitals(mol, x):
    """Orthonormal set: 5 cores, mixed bond orbital, its partner, virtuals."""
    c = block_diag(methyl.orbitals, lithium.orbitals)
    first = [0, 1, 2, 3, n_methyl_ao, 4, n_methyl_ao + 1]
    c = c[:, first + [i for i in range(c.shape[1]) if i not in first]]
    s = mol.intor("int1e_ovlp")
    a, b = c[:, 5].copy(), c[:, 6].copy()
    if a @ s @ b < 0:
        b = -b
    c[:, 5] = np.sqrt(x) * a + np.sqrt(1 - x) * b
    c[:, 6] = -np.sqrt(1 - x) * a + np.sqrt(x) * b
    low = cholesky(c.T @ s @ c, lower=True)
    return solve_triangular(low, c.T, lower=True).T


def minimize_rhf(mol, orbitals):
    mf = scf.RHF(mol).newton()
    mf.verbose = 0
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    occ = np.zeros(orbitals.shape[1])
    occ[:6] = 2.0
    mf.kernel(orbitals, occ)
    return mf


def best_rhf(distance, shares=(0.6, 0.95)):
    mol = molecule(distance)
    runs = [minimize_rhf(mol, start_orbitals(mol, x)) for x in shares]
    runs = [mf for mf in runs if mf.converged]
    assert runs
    return min(runs, key=lambda mf: mf.e_tot)


def lithium_charge(mf):
    dm = np.asarray(mf.make_rdm1())
    s = mf.mol.intor("int1e_ovlp")
    return 3.0 - np.einsum("ij,ji->i", dm, s)[n_methyl_ao:].sum()


# --- stretched molecule --------------------------------------------------
distances = [2.0, 2.5, 3.0, 4.0, 5.0, 7.0, 10.0, 20.0, 50.0, 100.0]
curve = [best_rhf(r) for r in distances]
excess = np.array([mf.e_tot - e_neutral for mf in curve])
charges = [lithium_charge(mf) for mf in curve]
assert excess[0] < 0 < excess[-1]
assert np.all(np.diff(excess) > 0)

ordinary = scf.RHF(molecule(2.0)).run(conv_tol=1e-10)
assert ordinary.converged
assert abs(ordinary.e_tot - curve[0].e_tot) < 1e-6

k = int(np.argmax(excess > 0))
crossing = brentq(lambda r: best_rhf(r, (0.6,)).e_tot - e_neutral,
                  distances[k - 1], distances[k], xtol=1e-3)

# A symmetry-breaking restart must not find a lower restricted solution.
far, r_far = curve[-1], distances[-1] / BOHR
rng = np.random.default_rng(1)
kick = rng.normal(size=(far.mo_coeff.shape[1],) * 2)
kicked = minimize_rhf(far.mol, np.asarray(far.mo_coeff)
                      @ expm(0.02 * (kick - kick.T)))
assert kicked.e_tot > far.e_tot - 1e-6

# --- independent fragment model at infinite and large distance -----------
e_limit, share = fragment_limit(methyl, lithium)
d_limit = e_limit - e_neutral
ionic_weight = share**2 + (1 - share)**2
level_methyl = methyl.relaxed(2 * share)[1]
level_lithium = lithium.relaxed(2 - 2 * share)[1]
assert abs(level_methyl - level_lithium) < 1e-3
predicted_far = e_limit - ionic_weight / r_far
assert abs(far.e_tot - predicted_far) < 1e-4   # higher multipoles remain
r_mid = distances[-2] / BOHR
model_charges = []
for r, q in ((r_mid, charges[-2]), (r_far, charges[-1])):
    x_r = fragment_limit(methyl, lithium, 1 / r,
                         (share - 0.05, share + 0.05))[1]
    model_charges.append(2 * x_r - 1)
    assert abs(q - model_charges[-1]) < 2e-3   # higher multipoles remain
slope = (curve[-1].e_tot - curve[-2].e_tot) / (1 / r_mid - 1 / r_far)
assert abs(slope / ionic_weight - 1) < 0.05    # dipole terms remain

# --- ion-pair gaps, closed formula and bounds ----------------------------
g1_frozen = methyl.frozen(0) + lithium.frozen(2) - e_neutral
g2_frozen = methyl.frozen(2) + lithium.frozen(0) - e_neutral
g1 = methyl.relaxed(0)[0] + lithium.relaxed(2)[0] - e_neutral
g2 = methyl.relaxed(2)[0] + lithium.relaxed(0)[0] - e_neutral
assert min(g1, g2) > 0
lower, upper = parallel(g1, g2), parallel(g1_frozen, g2_frozen)
assert lower < d_limit < upper
assert d_limit < min(g1, g2)

plain = scf.RHF(far.mol)


def frozen_molecule_energy(x):
    phi = start_orbitals(far.mol, x)[:, :6]
    return plain.energy_tot(dm=2 * phi @ phi.T)


scan = minimize_scalar(frozen_molecule_energy, bounds=(0.05, 0.95),
                       method="bounded", options={"xatol": 1e-5})
u, v = g1_frozen - 1 / r_far, g2_frozen - 1 / r_far
assert abs(scan.fun - e_neutral - parallel(u, v)) < 1e-4
assert abs(scan.x - u / (u + v)) < 1e-3

# --- removing the restriction removes the excess -------------------------
local = start_orbitals(far.mol, 1.0)
plain.mo_coeff = local
plain.mo_occ = np.array([2.0] * 6 + [0.0] * (local.shape[1] - 6))
cas = mcscf.CASCI(plain, 2, 2)
h, e_core = cas.get_h1eff(local)
g = ao2mo.restore(1, np.asarray(cas.get_h2eff(local)), 2)
one = np.eye(2)
pair_h = (np.kron(h, one) + np.kron(one, h)
          + g.transpose(0, 2, 1, 3).reshape(4, 4))
singlets = np.array([[1, 0, 0], [0, 0, 2**-0.5],
                     [0, 0, 2**-0.5], [0, 1, 0]])
ci_values, ci_vectors = np.linalg.eigh(singlets.T @ pair_h @ singlets)
e_ci = ci_values[0] + e_core
assert abs(e_ci - e_neutral) < 1e-5
assert ci_vectors[2, 0]**2 > 0.99999

alpha, beta = local[:, :6], local[:, [0, 1, 2, 3, 4, 6]]
broken = scf.UHF(far.mol)
broken.conv_tol = 1e-10
broken.kernel(dm0=np.array([alpha @ alpha.T, beta @ beta.T]))
assert broken.converged
assert abs(broken.e_tot - e_neutral_uhf) < 1e-5
spin_square = broken.spin_square()[0]

# --- size of neglected effects -------------------------------------------
planar = Fragment(methyl_atoms(1.08, 90.0), 4, BASIS)
d_planar = (fragment_limit(planar, lithium)[0]
            - planar.rohf.e_tot - lithium.rohf.e_tot)
assert d_planar > 0
big_methyl = Fragment(pyramidal, 4, "def2-tzvp")
big_lithium = Fragment([["Li", (0.0, 0.0, 0.0)]], 1, "def2-tzvp")
d_big = (fragment_limit(big_methyl, big_lithium)[0]
         - big_methyl.rohf.e_tot - big_lithium.rohf.e_tot)
assert d_big > 0
cc_molecule = cc.CCSD(ordinary, frozen=2).run()
cc_methyl = cc.UCCSD(methyl.uhf, frozen=1).run()
assert cc_molecule.converged and cc_methyl.converged
# With its 1s pair frozen, Li has one active electron and no correlation.
bond_cc = cc_methyl.e_tot + lithium.uhf.e_tot - cc_molecule.e_tot
assert bond_cc > 0

print(f"ROHF energy of CH3 (pyramidal): {methyl.rohf.e_tot:.6f} hartree")
print(f"ROHF energy of Li: {lithium.rohf.e_tot:.6f} hartree")
print(f"Neutral sum E0 (ROHF): {e_neutral:.6f} hartree")
print(f"Neutral sum (UHF): {e_neutral_uhf:.6f} hartree")
print("R (angstrom), RHF energy (hartree), E-E0 (eV), Mulliken Li charge (e)")
for r, mf, d, q in zip(distances, curve, excess, charges):
    print(f"  {r:6.1f}  {mf.e_tot:.6f}  {d * EV:8.4f}  {q:7.4f}")
print(f"RHF curve crosses E0 at R = {crossing:.2f} angstrom")
print(f"Infinite-distance RHF energy: {e_limit:.6f} hartree")
print(f"Infinite-distance excess D over ROHF sum: {d_limit * EV:.4f} eV")
print(f"Same limit over UHF sum: {(e_limit - e_neutral_uhf) * EV:.4f} eV")
print(f"Methyl share x of bond orbital: {share:.4f}")
print(f"Limiting Li charge 2x-1: {2 * share - 1:.4f} e")
print(f"Fragment-model Li charge at 50 angstrom: {model_charges[0]:.4f} e")
print(f"Fragment-model Li charge at 100 angstrom: {model_charges[1]:.4f} e")
print(f"Ionic weight w: {ionic_weight:.4f}")
print(f"-1/R coefficient from 50 and 100 angstrom: {slope:.4f}")
print(f"Frontier level, CH3 side: {level_methyl * EV:.3f} eV")
print(f"Frontier level, Li side: {level_lithium * EV:.3f} eV")
print(f"Predicted E at 100 angstrom: {predicted_far:.6f} hartree")
print(f"Frozen gap G1 (CH3+ Li-): {g1_frozen * EV:.4f} eV")
print(f"Frozen gap G2 (CH3- Li+): {g2_frozen * EV:.4f} eV")
print(f"Relaxed gap G1 (CH3+ Li-): {g1 * EV:.4f} eV")
print(f"Relaxed gap G2 (CH3- Li+): {g2 * EV:.4f} eV")
print(f"Lower bound on D (relaxed gaps): {lower * EV:.4f} eV")
print(f"Upper bound on D (frozen gaps): {upper * EV:.4f} eV")
print(f"Frozen scan at 100 angstrom, excess: "
      f"{(scan.fun - e_neutral) * EV:.4f} eV")
print(f"Frozen formula at 100 angstrom: {parallel(u, v) * EV:.4f} eV")
print(f"Frozen share x, scan: {scan.x:.4f}")
print(f"Frozen share x, formula: {u / (u + v):.4f}")
print(f"Two-orbital singlet CI minus E0: {(e_ci - e_neutral) * EV:.6f} eV")
print(f"UHF at 100 angstrom: {broken.e_tot:.6f} hartree")
print(f"UHF <S^2> at 100 angstrom: {spin_square:.4f}")
print(f"D with planar CH3: {d_planar * EV:.4f} eV")
print(f"ROHF energy drop, pyramidal to planar CH3: "
      f"{(methyl.rohf.e_tot - planar.rohf.e_tot) * EV:.4f} eV")
print(f"D in def2-TZVP (pyramidal CH3): {d_big * EV:.4f} eV")
print(f"RHF well depth at 2.0 angstrom below E0: {-excess[0] * EV:.4f} eV")
print(f"CCSD bond energy at 2.0 angstrom: {bond_cc * EV:.4f} eV")
print(f"Ratio D / CCSD bond energy: {d_limit / bond_cc:.2f}")
print("PASS")
```

Printed output:

```
ROHF energy of CH3 (pyramidal): -39.542209 hartree
ROHF energy of Li: -7.431235 hartree
Neutral sum E0 (ROHF): -46.973444 hartree
Neutral sum (UHF): -46.975916 hartree
R (angstrom), RHF energy (hartree), E-E0 (eV), Mulliken Li charge (e)
     2.0  -47.017199   -1.1906   0.3664
     2.5  -46.998141   -0.6720   0.6010
     3.0  -46.967268    0.1681   0.6499
     4.0  -46.915765    1.5695   0.6170
     5.0  -46.882502    2.4747   0.5550
     7.0  -46.848410    3.4023   0.4718
    10.0  -46.829311    3.9221   0.4135
    20.0  -46.812651    4.3754   0.3599
    50.0  -46.803482    4.6249   0.3353
   100.0  -46.800511    4.7058   0.3280
RHF curve crosses E0 at R = 2.90 angstrom
Infinite-distance RHF energy: -46.797575 hartree
Infinite-distance excess D over ROHF sum: 4.7856 eV
Same limit over UHF sum: 4.8529 eV
Methyl share x of bond orbital: 0.6606
Limiting Li charge 2x-1: 0.3212 e
Fragment-model Li charge at 50 angstrom: 0.3351 e
Fragment-model Li charge at 100 angstrom: 0.3280 e
Ionic weight w: 0.5516
-1/R coefficient from 50 and 100 angstrom: 0.5616
Frontier level, CH3 side: -3.204 eV
Frontier level, Li side: -3.204 eV
Predicted E at 100 angstrom: -46.800494 hartree
Frozen gap G1 (CH3+ Li-): 13.1891 eV
Frozen gap G2 (CH3- Li+): 9.2537 eV
Relaxed gap G1 (CH3+ Li-): 10.9615 eV
Relaxed gap G2 (CH3- Li+): 6.3736 eV
Lower bound on D (relaxed gaps): 4.0302 eV
Upper bound on D (frozen gaps): 5.4382 eV
Frozen scan at 100 angstrom, excess: 5.3637 eV
Frozen formula at 100 angstrom: 5.3639 eV
Frozen share x, scan: 0.5888
Frozen share x, formula: 0.5888
Two-orbital singlet CI minus E0: -0.000000 eV
UHF at 100 angstrom: -46.975916 hartree
UHF <S^2> at 100 angstrom: 1.0075
D with planar CH3: 4.7015 eV
ROHF energy drop, pyramidal to planar CH3: 0.3930 eV
D in def2-TZVP (pyramidal CH3): 4.8101 eV
RHF well depth at 2.0 angstrom below E0: 1.1906 eV
CCSD bond energy at 2.0 angstrom: 2.0839 eV
Ratio D / CCSD bond energy: 2.30
PASS
```
